The exchange interference term in high-energy electron–electron scattering at lowest order, part 1

(Sections cited here and not found follow in the second part.)

A beam of fast electrons strikes a thin metal foil. Now and then a beam electron passes close to one of the foil's electrons, the two exchange a photon, and both leave at wide angles in their centre-of-mass frame. A detector on one side registers an electron and a detector on the other side registers its partner. Nothing in the record tells which of the two came from the beam. The beam electron may have been deflected into the first detector while the target electron recoiled into the second, or the other way round, and since both histories end in the same state their amplitudes are added before squaring. The counting rate then contains a cross term, whose sign is fixed in part by Fermi statistics and in part by the Dirac algebra. When the centre-of-mass energy far exceeds the electron mass and the angle is wide, the cross term is large. At a right angle in the centre-of-mass frame the rate is proportional to 18 with the correct sign, to 10 if the term is dropped, and to 2 if its sign is reversed. The question is how to obtain this term, sign included, from quantum electrodynamics at lowest order.

**Conventions**

Units are ħ = c = 1 with Heaviside–Lorentz charges, so α = e²/4π with e > 0. The metric is g = diag(+1, −1, −1, −1), repeated Lorentz indices are summed, and a̸ = a_μγ^μ. The Dirac matrices obey

γ^μγ^ν + γ^νγ^μ = 2g^{μν},  (γ^μ)† = γ⁰γ^μγ⁰.

Where explicit matrices are needed the chiral basis is used: γ^μ has zero diagonal 2×2 blocks, upper-right block σ^μ = (1, σ⃗) and lower-left block σ̄^μ = (1, −σ⃗).

For a massless electron with p = E(1, n), let ξ₊ and ξ₋ be the normalized eigenvectors of σ⃗·n with eigenvalues +1 and −1. The helicity spinors, written as (upper pair, lower pair), are

u₊ = √(2E) (0, ξ₊),  u₋ = √(2E) (ξ₋, 0).

Since γ⁰ exchanges the two pairs, a column u = (a, b) has ū = u†γ⁰ = (b†, a†). The matrix u₊ū₊ therefore has only a lower-left block, equal to 2E ξ₊ξ₊† = E(1 + σ⃗·n) = p_μσ̄^μ, and u₋ū₋ has only an upper-right block, equal to 2E ξ₋ξ₋† = E(1 − σ⃗·n) = p_μσ^μ. These are the two blocks of p̸, so

Σ_h u_h ū_h = p̸.  (1)

Multiplying the blocks shows also that p̸u = 0, because 1 − σ⃗·n annihilates ξ₊ and 1 + σ⃗·n annihilates ξ₋; the adjoint equation is ūp̸ = 0. With a mass, (1) becomes p̸ + m.

The electron field is

ψ(x) = Σ_h ∫ d³p/((2π)³2E) [b(p,h) u_h(p) e^{−ip·x} + d†(p,h) v_h(p) e^{ip·x}],

with {b(p,h), b†(p′,h′)} = (2π)³ 2E δ³(p − p′) δ_{hh′} and all other anticommutators of b operators zero. The interaction is L_int = e j^μA_μ with j^μ = ψ̄γ^μψ. The photon propagator in Feynman gauge is

⟨0|T A_μ(x)A_ν(y)|0⟩ = ∫ d⁴q/(2π)⁴ (−i g_{μν})/(q² + iε) e^{−iq·(x−y)},

and the amplitude M is defined by ⟨f|S − 1|i⟩ = iM (2π)⁴ δ⁴(p_f − p_i). The process is e⁻(p₁) e⁻(p₂) → e⁻(p₃) e⁻(p₄), with

s = (p₁ + p₂)²,  t = (p₁ − p₃)²,  u = (p₁ − p₄)².

The letter u with a subscript is a spinor, and u without one is the Mandelstam variable.

**Theorem.** Assume (a) free electrons interacting through QED at order e² in the amplitude; (b) m² ≪ s, so that m is set to zero; (c) unpolarized initial electrons and unobserved final spins; (d) a centre-of-mass angle θ between p₁ and p₃ with 0 < θ < π. Then

¼ Σ|M|² = 2e⁴ [ (s² + u²)/t² + (s² + t²)/u² + 2s²/(tu) ],  (2)

and in the centre-of-mass frame

dσ/dΩ = α² (3 + cos²θ)² / (s sin⁴θ).  (3)

Here (dσ/dΩ)dΩ refers to events in which one of the two electrons enters dΩ. The cross section for events in a region symmetric under reversal of direction is half the integral of (3) over that region.

**Lemma 1 (kinematics).** For massless momenta, with c = cos θ,

s = 2p₁·p₂ = 2p₃·p₄,  t = −2p₁·p₃ = −2p₂·p₄,  u = −2p₁·p₄ = −2p₂·p₃,

s + t + u = 0,  t = −s(1 − c)/2,  u = −s(1 + c)/2,  tu = s² sin²θ/4.

Proof. Expanding the squares with p_i² = 0 gives the first form of each invariant. Momentum conservation gives p₁ + p₂ = p₃ + p₄, p₁ − p₃ = p₄ − p₂ and p₁ − p₄ = p₃ − p₂, and squaring the right-hand sides gives the second forms. The sum is s + t + u = 2p₁·(p₂ − p₃ − p₄) = 2p₁·(−p₁) = 0. In the centre-of-mass frame all four energies equal E, with p₁ = E(1, ẑ), p₂ = E(1, −ẑ), p₃ = E(1, n), p₄ = E(1, −n) and ẑ·n = c. Then s = 4E², p₁·p₃ = E²(1 − c) and p₁·p₄ = E²(1 + c), which gives t and u. Their product is s²(1 − c²)/4. ∎

Both t and u are negative in the physical region, so tu is positive.

**Lemma 2 (the amplitude and its fermion sign).** For |i⟩ = b₁†b₂†|0⟩ and |f⟩ = b₃†b₄†|0⟩,

M = e² [ N_t/t − N_u/u ],  (4)

N_t = [ū₃γ^μu₁][ū₄γ_μu₂],  N_u = [ū₄γ^μu₁][ū₃γ_μu₂].

Proof. The second-order term of the Dyson series is

S₂ = ((ie)²/2) ∫ d⁴x d⁴y T[ j^μ(x)A_μ(x) j^ν(y)A_ν(y) ].

There are no external photons, so the two photon fields are contracted with each other and give the propagator. Four fermion fields remain. By Wick's theorem their time-ordered product is the normal-ordered product plus terms with contractions. A term with a contraction leaves at most two fields to act on four external particles, so at least one electron goes through with its momentum unchanged, which requires θ = 0 or π and is excluded by (d). In the uncontracted term both ψ fields must remove an incoming electron through their b parts and both ψ̄ fields must create an outgoing one through their b† parts. Each momentum integral in the field expansions is used up by the delta function in the anticommutator with an external operator, and the measure d³p/((2π)³2E) cancels the normalization exactly. The fields can therefore be restricted to the four external modes, with {b_i, b_j†} = δ_ij and

j^μ(x) → Σ_{i,j} [ū_iγ^μu_j] e^{i(p_i − p_j)·x} b_i†b_j,  i ∈ {3, 4}, j ∈ {1, 2}.

Label the modes in the second current k and l. In the product b_i†b_j b_k†b_l the mode j is incoming and k is outgoing, so {b_j, b_k†} = 0 and normal ordering, with its sign, leaves the product equal to itself. The x integral gives (2π)⁴δ⁴(p_i − p_j − q), the y integral gives (2π)⁴δ⁴(p_k − p_l + q), and the q integral sets q = p_i − p_j and leaves one overall delta function. The constant factor is (ie)²(−i)/2 = ie²/2. The iε is idle because q² is t or u, which do not vanish. Hence

M = (e²/2) Σ_{ijkl} F_{ijkl} [ū_iγ^μu_j][ū_kγ_μu_l] / (p_i − p_j)²,  (5)

F_{ijkl} = ⟨0| b₄b₃ b_i†b_j b_k†b_l b₁†b₂† |0⟩,

where ⟨f| = ⟨0|b₄b₃ because the adjoint reverses the order. Two anticommutations give

b_i†b_j b_k†b_l = −b_i†b_k† b_j b_l = b_i†b_k† b_l b_j.

The two annihilators act on the initial state. For j = 1, l = 2,

b₂b₁b₁†b₂†|0⟩ = b₂(1 − b₁†b₁)b₂†|0⟩ = b₂b₂†|0⟩ = |0⟩,

where the second term vanished because b₁b₂†|0⟩ = −b₂†b₁|0⟩ = 0. For j = 2, l = 1 the operators stand in the order b₁b₂ = −b₂b₁ and the result is −|0⟩. For j = l it is zero, since b_j² = 0. The same computation gives ⟨0|b₄b₃ b_i†b_k†|0⟩ = +1 for (i, k) = (3, 4), −1 for (4, 3), and zero for i = k. F is the product of the two signs:

F₃₁₄₂ = (+)(+) = +1,  F₄₂₃₁ = (−)(−) = +1,  F₄₁₃₂ = (−)(+) = −1,  F₃₂₄₁ = (+)(−) = −1.

The terms 3142 and 4231 contain the same two currents in opposite order, and their denominators (p₃ − p₁)² and (p₄ − p₂)² both equal t. Together they cancel the factor ½ and give e²N_t/t. The terms 4132 and 3241 give −e²N_u/u in the same way. ∎

Remark 1. Writing the final state as b₄†b₃†|0⟩ reverses all four factors F. The overall sign of M is thus a convention and drops out of |M|². The relative sign is fixed: under the exchange of all labels 3 ↔ 4, N_t ↔ N_u and t ↔ u, so (4) changes sign, as the amplitude for a two-fermion state must.

Remark 2. A different gauge adds to the propagator terms that each contain a factor q_μ or q_ν; in covariant gauges they reduce to a multiple of q_μq_ν. They contribute nothing, since q_μ ū₃γ^μu₁ = ū₃(p̸₃ − p̸₁)u₁ = 0 by the Dirac equation, and likewise for the other currents.

**Lemma 3 (contractions).** For any four-vectors a, b, c,

γ^μγ_μ = 4,  γ^μ a̸ γ_μ = −2a̸,  γ^μ a̸b̸ γ_μ = 4a·b,  γ^μ a̸b̸c̸ γ_μ = −2c̸b̸a̸.

Proof. Contracting the anticommutation relation with g_{μν} gives 2γ^μγ_μ = 2·4. Contracting it with a_ν gives γ^μa̸ = 2a^μ − a̸γ^μ, which moves γ^μ one place to the right and reduces each identity to the one before it. For one matrix,

γ^μa̸γ_μ = 2a̸ − a̸γ^μγ_μ = 2a̸ − 4a̸ = −2a̸.

For two,

γ^μa̸b̸γ_μ = 2b̸a̸ − a̸(γ^μb̸γ_μ) = 2b̸a̸ + 2a̸b̸ = 4a·b,

using a̸b̸ + b̸a̸ = 2a·b. For three,

γ^μa̸b̸c̸γ_μ = 2b̸c̸a̸ − a̸(γ^μb̸c̸γ_μ) = 2b̸c̸a̸ − 4(b·c)a̸.

The number 4b·c can be written as the matrix 2b̸c̸ + 2c̸b̸ standing to the left of a̸, so the right side is 2b̸c̸a̸ − 2b̸c̸a̸ − 2c̸b̸a̸ = −2c̸b̸a̸. ∎

**Lemma 4 (traces).** Tr[a̸b̸] = 4a·b, and

Tr[c̸γ^μa̸γ^ν] = 4( c^μa^ν + c^νa^μ − g^{μν} a·c ).

Proof. By cyclicity Tr[a̸b̸] = ½Tr[a̸b̸ + b̸a̸] = (a·b) Tr 1 = 4a·b. For four matrices, move the first one to the right end by three anticommutations:

a̸b̸c̸d̸ = 2(a·b)c̸d̸ − 2(a·c)b̸d̸ + 2(a·d)b̸c̸ − b̸c̸d̸a̸.

The trace of the last term is minus the trace of the left side, by cyclicity. Bringing it over and dividing by two,

Tr[a̸b̸c̸d̸] = 4[ (a·b)(c·d) − (a·c)(b·d) + (a·d)(b·c) ].

Each γ^μ at fixed μ is the slash of a basis vector whose product with any vector a is a^μ, and the product of two such basis vectors is g^{μν}. Putting c̸, γ^μ, a̸, γ^ν in the four places gives 4[c^μa^ν − (c·a)g^{μν} + c^νa^μ]. ∎

**Lemma 5 (conjugate of a current).** [ūγ^νu′]* = ū′γ^νu.

Proof. The bracket is a number, so its complex conjugate is its adjoint: (u†γ⁰γ^νu′)† = u′†(γ^ν)†(γ⁰)†u = u′†γ⁰γ^νγ⁰γ⁰u = ū′γ^νu, with (γ⁰)† = γ⁰ and (γ⁰)² = 1. ∎

**Lemma 6 (direct terms).** Summed over all sixteen helicity assignments,

Σ|N_t|² = 8(s² + u²),  Σ|N_u|² = 8(s² + t²).

Proof. By Lemma 5, N_t* = [ū₁γ^νu₃][ū₂γ_νu₄]. The four brackets in N_tN_t* are numbers and may be arranged in any order. Arrange them so that each u_i is followed by its ū_i:

N_tN_t* = (ū₃γ^μu₁ ū₁γ^νu₃)(ū₄γ_μu₂ ū₂γ_νu₄).

A chain of the form ūXu equals Tr[uūX], since both are Σ_{AB} ū_A X_{AB} u_B. Summing over helicities with (1),

Σ|N_t|² = Tr[p̸₃γ^μp̸₁γ^ν] Tr[p̸₄γ_μp̸₂γ_ν].

Two traces appear because the chain starting at ū₃ returns to u₃ after visiting only particle 1. By Lemma 4 the product is 16 times

(p₃^μp₁^ν + p₃^νp₁^μ − g^{μν}p₁·p₃)(p₄μp₂ν + p₄νp₂μ − g_{μν}p₂·p₄).

The products without g give 2(p₃·p₄)(p₁·p₂) + 2(p₃·p₂)(p₁·p₄). The products with one g give −2(p₁·p₃)(p₂·p₄) from each side, −4(p₁·p₃)(p₂·p₄) in all. The product with two gives g^{μν}g_{μν} = 4 times (p₁·p₃)(p₂·p₄), which cancels them. Therefore

Σ|N_t|² = 32[ (p₁·p₂)(p₃·p₄) + (p₁·p₄)(p₂·p₃) ] = 32[ s²/4 + u²/4 ] = 8(s² + u²).

N_u is N_t with 3 ↔ 4, an exchange that keeps s and swaps t and u. ∎

**Lemma 7 (interference trace).** Σ N_tN_u* = −8s².

Proof. By Lemma 5, N_u* = [ū₁γ^νu₄][ū₂γ_νu₃], so

N_tN_u* = [ū₃γ^μu₁][ū₄γ_μu₂][ū₁γ^νu₄][ū₂γ_νu₃].

Start at ū₃ and follow the chain. The first bracket ends in u₁, and the bracket that begins with ū₁ ends in u₄. The bracket that begins with ū₄ ends in u₂, and the one that begins with ū₂ ends in u₃, which closes the loop after all four particles have been visited:

N_tN_u* = ū₃γ^μu₁ ū₁γ^νu₄ ū₄γ_μu₂ ū₂γ_νu₃.

This rearrangement moves ordinary complex numbers and produces no sign. The helicity sum is a single trace of eight matrices,

Σ N_tN_u* = Tr[ p̸₃ γ^μ p̸₁ γ^ν p̸₄ γ_μ p̸₂ γ_ν ].

Between γ^μ and γ_μ stand three matrices, p̸₁, γ^ν and p̸₄. For each fixed ν the last identity of Lemma 3 applies:

γ^μ p̸₁γ^νp̸₄ γ_μ = −2 p̸₄γ^νp̸₁.

The reversal of order has put p̸₄ next to p̸₃ and p̸₁ next to p̸₂:

Σ N_tN_u* = −2 Tr[ p̸₃p̸₄ γ^ν p̸₁p̸₂ γ_ν ].

Two matrices now stand between γ^ν and γ_ν, and the third identity gives γ^νp̸₁p̸₂γ_ν = 4p₁·p₂. With Tr[p̸₃p̸₄] = 4p₃·p₄,

Σ N_tN_u* = −2 · 4(p₁·p₂) · 4(p₃·p₄) = −32 (s/2)(s/2) = −8s². ∎

The result is real, so Σ N_uN_t* has the same value.

**Lemma 8 (flux and phase space).** For two particles of equal mass scattering into two of the same mass, in the centre-of-mass frame,

dσ/dΩ = |M|²/(64π² s).

Proof. Work in a box of volume V over a time T. A one-particle state has norm 2EV, because (2π)³δ³(0) = V. The square of (2π)⁴δ⁴ is (2π)⁴δ⁴ times VT. The number of final momentum states is V d³p/(2π)³ per particle, and the flux for one particle of each kind in the box is |v₁ − v₂|/V. Dividing the probability per unit time by the flux, the powers of V are +1 from the delta function, −4 from the norms, +2 from the state counting and +1 from the flux, and they cancel:

dσ = |M|² dΦ / (2E₁ 2E₂ |v₁ − v₂|),

dΦ = (2π)⁴δ⁴(p₁ + p₂ − p₃ − p₄) d³p₃ d³p₄ / ((2π)⁶ 2E₃ 2E₄).

The spatial delta function sets p⃗₄ = −p⃗₃. With k = |p⃗₃| and E_k = √(k² + m²),

dΦ/dΩ = (1/(2π)²) ∫ k² dk δ(√s − 2E_k)/(4E_k²).

The argument of the delta function has derivative of magnitude 2k/E_k, so the integral is k²/(4E²) · E/(2k) = k/(8E) with E = √s/2, and dΦ/dΩ = k/(32π²E). For massless particles this is 1/(32π²). The incoming particles have the same k, with velocities ±k/E, so the flux factor is 4E² · 2k/E = 8Ek, which is 2s in the massless case. The ratio is 1/(256π²E²) = 1/(64π²s). ∎

**Proof of the theorem.** From (4), with t and u real,

Σ|M|² = e⁴ [ Σ|N_t|²/t² + Σ|N_u|²/u² − 2 Re Σ N_tN_u*/(tu) ].

The minus sign in the last term is the fermion sign of Lemma 2. Lemma 7 supplies a second minus sign, so the last term is −2(−8s²)/(tu) = +16s²/(tu). Each unpolarized initial electron is in either helicity state with probability ½, so the sum is divided by 4:

¼Σ|M|² = (e⁴/4)[ 8(s² + u²)/t² + 8(s² + t²)/u² + 16s²/(tu) ],

which is (2). Call the bracket in (2) B. Its three terms containing s² form a square:

B = s²(1/t + 1/u)² + u²/t² + t²/u².

Since 1/t + 1/u = (t + u)/(tu) = −s/(tu) by Lemma 1,

B = (s⁴ + t⁴ + u⁴)/(t²u²).  (6)

In (1 − c)⁴ + (1 + c)⁴ the odd powers cancel and the even ones double, giving 2(1 + 6c² + c⁴). Hence

t⁴ + u⁴ = (s⁴/16) · 2(1 + 6c² + c⁴) = s⁴(1 + 6c² + c⁴)/8,

s⁴ + t⁴ + u⁴ = s⁴(9 + 6c² + c⁴)/8 = s⁴(3 + c²)²/8.

Dividing by t²u² = s⁴ sin⁴θ/16 gives B = 2(3 + c²)²/sin⁴θ. By Lemma 8 with e⁴ = 16π²α²,

dσ/dΩ = 2 · 16π²α² B/(64π²s) = (α²/2s) B = α²(3 + c²)²/(s sin⁴θ).

It remains to settle the counting. The states b₃†b₄†|0⟩ and b₄†b₃†|0⟩ differ by a sign and are one physical state. With p₃ confined to a small cone dΩ, p₄ lies in the opposite cone, and every final state having an electron in dΩ is counted exactly once, so no factor ½ belongs in (3). If n runs over a region containing both a direction and its opposite, each state is met twice, once with each electron called 3, and the integral must be halved. ∎

The unpolarized rate (2) and the centre-of-mass cross section (3) are now proved, with an interference term that is positive because the fermion sign and the sign of the Dirac trace combine. What remains is to find the individual helicity amplitudes, the effect of beam polarization, the cross section within an angular cut and the limits of the result, and to work through a numerical example for an iron foil.
